# Straight orientation paths, facets and corners on a crystal regrowth front

Let a crystal grow into amorphous material behind a sharp front. The unit normal $\mathbf n$ points into the amorphous side, and the normal speed $V(\mathbf n)$ depends on orientation but not on position, time or curvature. This law contains speeds and no length. If a family of fronts solves it, the family obtained by stretching all lengths and times by one common factor does too. Suppose that the local shape enters the motion of a point of given orientation through its radius of curvature alone. No other length is available to make that radius dimensionless, so it must drop out, and the velocity is a function $\mathbf c(\mathbf n)$. The expected forms are therefore

$$\mathbf x(\mathbf n,t)=\mathbf x_0(\mathbf n)+t\,\mathbf c(\mathbf n),\qquad R(t)=R_0+t\times(\text{a speed}).$$

Dimensions alone do not exclude ratios of lengths, such as the relative change of radius along the front. The equation of motion has to settle that, and supply the speeds.

Let $T(\mathbf x)$ be the time at which the front reaches $\mathbf x$, and let $\mathbf p=\nabla T$. Moving a distance $V\,dt$ along $\mathbf n$ raises $T$ by $dt$, so $|\mathbf p|V=1$ and $\mathbf p=\mathbf n/V$. This can be written

$$H(\mathbf p)\equiv|\mathbf p|\,V(\mathbf p/|\mathbf p|)=1,$$

where $H$ is homogeneous of degree one. Where $T$ is twice differentiable and $V$ is differentiable, the derivative of $H(\nabla T)=1$ along $x_i$ gives

$$\sum_j\frac{\partial H}{\partial p_j}\,\partial_i\partial_jT=0 .$$

Now follow a path with $dx_j/dt=\partial H/\partial p_j$. Along it

$$\frac{dp_i}{dt}=\sum_j\partial_j\partial_iT\,\frac{dx_j}{dt}=0,\qquad \frac{dT}{dt}=\mathbf p\cdot\nabla_pH=H=1 .$$

The second result uses Euler's theorem for homogeneous functions. It shows that the path stays on the moving front and that its parameter is the true time. The first shows that $\mathbf p$, and with it $\mathbf n$, is constant. The velocity $\nabla_pH$ depends on $\mathbf p$ alone, so it is constant too and the path is straight.

To evaluate it, change $\mathbf p$ by $d\mathbf p$. The part along $\mathbf n$ changes $|\mathbf p|$; the part across turns $\mathbf n$ by $d\mathbf p_\perp/|\mathbf p|$. The factor $|\mathbf p|$ in $H$ cancels this denominator, and

$$\mathbf c=V\mathbf n+\nabla_sV,$$

with $\nabla_s$ the gradient on the unit sphere. The normal component is $V$, as it must be. The sideways component describes the sliding of an orientation along the front, not a motion of atoms. The same $\mathbf c$ is the common point, after unit time, of neighbouring planes $\mathbf n\cdot\mathbf x=V(\mathbf n)t$ that start at the origin. For $V=1+0.3\sum_in_i^4$ and $\mathbf n$ along $(0.3,0.5,0.8)$, solving for the common point of three planes whose normals differ by about $10^{-5}$ reproduces $\mathbf c$ to $7\times10^{-6}$.

In a plane section take

$$\mathbf n=(\sin\varphi,\cos\varphi),\quad \boldsymbol\tau=\frac{d\mathbf n}{d\varphi}=(\cos\varphi,-\sin\varphi),\quad \frac{d\boldsymbol\tau}{d\varphi}=-\mathbf n .$$

With primes for $d/d\varphi$, $\mathbf c=V\mathbf n+V'\boldsymbol\tau$ and

$$\frac{d\mathbf c}{d\varphi}=V'\mathbf n+V\boldsymbol\tau+V''\boldsymbol\tau-V'\mathbf n=(V+V'')\boldsymbol\tau .$$

Define the signed radius by $d\mathbf x/d\varphi=R\,\boldsymbol\tau$. A round crystal, $\mathbf x_0=R\mathbf n$, has positive radius; a crystal with a round hollow, $\mathbf x_0=-R\mathbf n$, has a negative one. Differentiating the straight paths gives

$$R(\varphi,t)=R_0(\varphi)+t\,(V+V'').$$

Paths meet where this reaches zero, at $t=-R_0/(V+V'')$. A bulging crystal forms corners where $V+V''<0$, and a hollow one where $V+V''>0$. For isotropic $V$ the paths follow the normals: a round bulge expands without corners, and a round hollow closes at $t=|R_0|/V$.

Beyond a meeting of paths, the ray formula gives a curve that crosses itself, so a further rule is needed. Write the front as $y=h(x,t)$ with slope $p=\partial_xh=-\tan\varphi$. Its vertical speed is $V/\cos\varphi$, so

$$\partial_th=G(p),\qquad G(p)=\sqrt{1+p^2}\;V .$$

The physical continuation is taken as the limit $\varepsilon\to0$ of $\partial_th=G(\partial_xh)+\varepsilon\,\partial_x^2h$, a weak smoothing of corners. Let a corner move with velocity $\mathbf w$ without changing shape, $h=w_yt+f(x-w_xt)$, and put $q=f'$. Then

$$\varepsilon q'=L(q)-G(q),\qquad L(q)=w_y-w_xq ,$$

where $q'$ is the derivative along the profile. Far from the corner $q'=0$, so $L$ is the chord that joins the values of $G$ at the two outer slopes. On a bulging corner $q$ falls from left to right, which requires $G\ge L$ between these slopes, equality being the marginal case. In a hollow the inequality is reversed.

For a convex crystal this rule is met by the intersection of moving half-planes,

$$\mathbf n\cdot\mathbf x\le h_0(\varphi)+tV(\varphi),$$

where $h_0$ is the largest value of $\mathbf n\cdot\mathbf x$ on the initial crystal. Dividing by $\cos\varphi$ turns it into

$$h(x,t)=\min_p\,[\,px+k(p)+tG(p)\,],\qquad k(p)=\max_x\,[\,h(x,0)-px\,].$$

As a maximum of functions linear in $p$, $k$ is convex. At a corner two slopes $p_1,p_2$ both attain the minimum. For $q=\lambda p_1+(1-\lambda)p_2$ with $0<\lambda<1$, the line of slope $q$ cannot lie below the corner:

$$k(q)+tG(q)\ge\lambda[k(p_1)+tG(p_1)]+(1-\lambda)[k(p_2)+tG(p_2)].$$

Convexity gives $k(q)\le\lambda k(p_1)+(1-\lambda)k(p_2)$. Hence $G(q)\ge\lambda G(p_1)+(1-\lambda)G(p_2)$, which is the corner rule. For a convex amorphous pocket the minimum becomes a maximum and all the inequalities turn round.

A corner $\mathbf X$ lies on both adjoining fronts, $\mathbf n_\pm\cdot\mathbf X=h_\pm$, where $h_\pm$ is the displaced support value $h_0+tV$ at $\varphi_\pm$. Its time derivative is

$$\mathbf n_\pm\cdot\mathbf w+\dot\varphi_\pm\,\boldsymbol\tau_\pm\cdot\mathbf X=V_\pm+\dot\varphi_\pm\,\partial_\varphi h_\pm .$$

On a smooth front $\boldsymbol\tau\cdot\mathbf x=\partial_\varphi h$, so the terms in $\dot\varphi_\pm$ cancel and $\mathbf n_\pm\cdot\mathbf w=V_\pm$. The corner keeps pace with both sides even while it absorbs orientations.

Now let $V'$ jump upward by $J=V'_+-V'_-$ at one orientation, as it does at a cusped minimum of $V$. The two limiting paths of this one orientation share the normal velocity and separate along $\boldsymbol\tau$ at the rate $J$. On a bulging crystal a flat facet of length $Jt$ opens between them. In a hollow the order of orientations along $\boldsymbol\tau$ is reversed, so the same separation makes the fronts cross, and a corner forms at once. It joins $\varphi_-$ to $\varphi_+$, whose positions coincide. At early times the initial arc contributes $-|R_0|(\varphi_+-\varphi_-)$ to their separation and the jump contributes $Jt$, so to leading order

$$\varphi_+-\varphi_-\simeq Jt/|R_0| .$$

For solid-phase epitaxy of silicon, consider a (110) section with $\varphi$ measured from [001]. The {111} normal has $\cos^2\varphi_{111}=1/3$, or $\varphi_{111}=54.74^\circ$. A model with the symmetry of the section and a cusp there is

$$V=v_{111}+a\,|\cos^2\varphi-\tfrac13|,\qquad a=\tfrac32(v_{001}-v_{111}).$$

The value of $a$ makes $V(0)=v_{001}$. Let $\sigma=+1$ on the [001] side of the cusp and $-1$ beyond it. Using $\cos^2\varphi=(1+\cos2\varphi)/2$,

$$V=v_{111}+\sigma\left(\frac a6+\frac a2\cos2\varphi\right),\qquad V''=-2\sigma a\cos2\varphi,$$

$$V+V''=v_{111}+\sigma\left(\frac a6-\frac{3a}2\cos2\varphi\right).$$

Since $V'=-\sigma a\sin2\varphi$ and $\sin2\varphi_{111}=2\sqrt2/3$, the jump is $J=4\sqrt2\,a/3$.

Take $v_{001}=0.1$ nm/s and $v_{111}=0.005$ nm/s at 823 K. Then $a=1.5\times0.095=0.1425$ nm/s and $J=0.2687$ nm/s. The first shape is a crystal ridge with a round top of radius $R=20$ nm, joined smoothly to straight flanks of orientation $\pm70^\circ$.

At $\varphi=30^\circ$, $V=0.0644$ and $V'=-0.1234$ nm/s, so

$$c_x=0.0644\times0.5-0.1234\times0.866=-0.0747\ \text{nm/s},$$

$$c_y=0.0644\times0.866+0.1234\times0.5=0.1175\ \text{nm/s}.$$

The normal leans $30^\circ$ to the right of [001], but the path leans $32^\circ$ to the left. A finite-difference solution of $\partial_th=G(\partial_xh)$, which uses no rays, places this orientation within 0.005 nm of the straight path at 25, 50 and 75 s on a 0.02 nm mesh, an error that halves with the mesh. The radius there after 75 s is $20-75\times0.0781=14.14$ nm, and the numerical front, measured by its chord between $25^\circ$ and $35^\circ$, gives 14.1 nm.

Between [001] and {111}, $V+V''$ rises with $\varphi$, so the top of the ridge collapses first on that stretch. There $-(V+V'')=4a/3-v_{111}=2v_{001}-3v_{111}$, and a corner appears at

$$t_1=\frac R{2v_{001}-3v_{111}}=\frac{20}{0.185}=108\ \text{s}.$$

Afterwards the apex height is the minimum of $(R+tV)/\cos\varphi$. With $C=\cos\varphi$ and $A=R-(a/3-v_{111})t$, the function on the [001] side of the cusp is $A/C+atC$. Setting its derivative $-A/C^2+at$ to zero gives

$$\cos^2\varphi_c=\frac{R-(a/3-v_{111})t}{at}.$$

At 150 s this is $13.625/21.375=0.637$, so $\varphi_c=37.0^\circ$; the numerical front gives $37.1^\circ$. Beyond the cusp the function is $[R+(v_{111}+a/3)t]/C-atC$, which grows as $C$ falls, so the minimum stops at {111}. It gets there when $\cos^2\varphi_c=1/3$, that is, when $R=(2a/3-v_{111})t$:

$$t_2=\frac R{v_{001}-2v_{111}}=\frac{20}{0.09}=222\ \text{s}.$$

From then on two {111} facets meet at the apex. In this model the top corner requires $v_{111}<2v_{001}/3$, and the {111} roof requires $v_{111}<v_{001}/2$. Between these limits the apex sharpens towards a final angle short of {111}.

Each facet first grows as $Jt$, to 20.2 nm at 75 s and 40.3 nm at 150 s. The stretch of front within $0.5^\circ$ of {111} also includes a little curved arc at each end, and the half-plane construction gives 20.5 and about 40.6 nm for it. The numerical front gives 20.0 and 39.7 nm on a 0.02 nm mesh, and 20.4 and 40.4 nm on a 0.005 nm mesh. Below the facet, $V+V''$ is most negative at the flank, $-0.1825$ nm/s, so a second corner forms where the round top joins the flank, at $20/0.1825\simeq110$ s. It absorbs the orientations between the flank and {111}. The growth at rate $J$ ends when this corner meets the lower edge of the facet. With $\delta=70^\circ-\varphi_{111}=15.26^\circ$ and flank speed $V_f=0.0358$ nm/s, the edge lies on the flank line when

$$(R+tv_{111})\cos\delta+t\,\frac J2\sin\delta=R+tV_f ,$$

$$t_3=\frac{R(1-\cos\delta)}{v_{111}\cos\delta+\frac J2\sin\delta-V_f}\simeq\frac{0.7056}{0.00436}\simeq162\ \text{s}.$$

At 300 s the facet runs from the apex to the flank. Its plane is at distance $20+300\times0.005=21.5$ nm from the origin, so the apex height is $21.5\sqrt3=37.2$ nm, as the numerical front also gives. The ray from the original top, continued through the corner, would give $20+300\times0.1=50$ nm. The facet is 68.4 nm long, against 68.0 nm measured numerically on a 0.02 nm mesh and 68.3 nm on a 0.005 nm mesh. Memory of the initial rounding fades slowly: in $R+tv_{111}$ the two terms become equal at $20/0.005=4000$ s.

The second shape is the same profile turned upside down, an amorphous pocket with a round bottom. The slow {111} orientation now disappears. The early estimate is $J/R=0.77^\circ$ per second, or $15.4^\circ$ after 20 s. The full solution has a corner between $46.8^\circ$ and $62.0^\circ$, a range of $15.2^\circ$, and the numerical front shows the same angles. At that moment the corner moves at $(0.0115,0.0232)$ nm/s, or 0.026 nm/s in all, about five times $v_{111}$. So with one speed law and one radius, the cusp makes a facet on the ridge and a corner in the pocket.

The half-plane construction was compared with the numerical front out to 45 nm from the symmetry axis. For the ridge, at seven times up to 300 s, the largest height difference over all mesh points is 0.16 nm on a 0.04 nm mesh and 0.10 nm on a 0.02 nm mesh, both at the lower corner at 150 s. For the pocket at 20 s it is 0.02 and 0.01 nm. On meshes of 0.01 and 0.005 nm the ridge difference falls to 0.052 and 0.026 nm, so it approaches proportionality to the mesh, as expected of a first-order scheme.

The speeds are rough values for undoped silicon near 550 °C, where (001) regrows at about 0.1 nm/s and {111} is slower by more than a factor of ten. The form of $V$ between these orientations is a model choice, and so is its (110) speed of 0.0525 nm/s. The times depend on that form and not on $v_{001}$ and $v_{111}$ alone. A step-flow law $V=v_{111}\cos\theta+b_\pm|\sin\theta|$, with $\theta$ the angle from {111}, the same two speeds and 0.033 nm/s for (110), has a cusped maximum at [001]. It makes the top corner at once and gives $t_2=253$ s and $J=0.17$ nm/s. For a rough activation energy of 2.7 eV, one kelvin changes the speed by 4.7 %; if all orientations share that energy, the front passes through the same shapes at rescaled times. With the speed proportional to $1-\exp[-(\Delta-\gamma\Omega/R)/kT]$ and an atomic volume $\Omega=0.02$ nm³, a rough driving energy $\Delta$ of 0.1 eV per atom and interface energy $\gamma$ of 0.5 J/m² give, at 20 nm radius, a capillary slowing of 1.5 % on the bulging ridge and a speed-up of 1.4 % in the hollow pocket. The slowing grows as the top of the ridge sharpens, to about 4 % at 75 s and 11 % at 108 s. The two energies balance at a radius of 0.6 nm. With the curvature term included, the apex is rounded to about 1.2 nm at 150 s and 0.7 nm at 300 s, when it lies about 0.5 nm below the sharp-front height. This estimate does not carry over to the corner in the pocket. A smooth corner there would need {111} to advance at 4.6 times $v_{111}$ at 20 s, while this law can raise a speed by at most a factor 1.3, so the smoothing behind the corner rule is an assumption for the pocket. A stress of 0.5 GPa with an activation volume of 0.005 nm³ raises the speed by about 25 % or lowers it by about 20 %, depending on the sign of the stress. Real {111} regrowth tends to produce twins; if these doubled $v_{111}$ with $v_{001}$ fixed, $t_2$ would rise from 222 to 250 s. If random nucleation sets in only after about $10^4$ s, it leaves a 300 s anneal largely untouched. Pinning of the front at a mask or free surface is outside the model.

In a device the assumption of uniformity can fail, because dopants and stress may vary in space. Then $H$ depends on $\mathbf x$ as well, and the derivative of $H(\mathbf x,\nabla T)=1$ gives $d\mathbf p/dt=-|\mathbf p|\nabla_xV$. Dividing the part across $\mathbf n$ by $|\mathbf p|$ yields

$$\frac{d\varphi}{dt}=-\frac{\partial V}{\partial s},$$

with $s$ measured along $\boldsymbol\tau$. The faster side of the front advances and the normal turns away from it. If doping raises $V$ by 0.1 nm/s over 100 nm along a flat (001) front, the tilt after 75 s is $-0.075$ rad, or $-4.3^\circ$; the numerical front gives the same to the digits shown. This gradient is mild: if $V$ is multiplied by a factor that rises from 1 to 5 over 50 nm, a path starting near the slow end turns by about $29^\circ$ in the same time. Under such gradients an orientation is no longer conserved. Straight paths at constant speed remain a good approximation only while this turning and the relative change of $V$ along the path are both small, and while the normal does not cross a cusp of $V$.

## Numbers as computed

```
temperature 823 K, ridge radius 20 nm
v001 0.100, v111 0.005, a 0.1425 nm/s
V at 90 deg (110): 0.0525 nm/s
angle of {111}: 54.74 deg
flank angle 70 deg, V 0.03583 nm/s
V+V'' at 0 deg: -0.1850 nm/s
V+V'' at 30 deg: -0.07813 nm/s
V+V'' changes sign at 41.14 deg
jump J of V' at {111}: 0.2687 nm/s
3D ray test, largest error: 6.6e-06 (speed unit 1)
30 deg: V 0.06438, V' -0.12341 nm/s
30 deg ray velocity x, y: -0.07469, 0.11745 nm/s
30 deg ray direction from [001]: -32.45 deg
30 deg path, largest error to 75 s: 0.0042 nm
radius at 30 deg, 75 s, formula: 14.14 nm
radius at 30 deg, 75 s, front solver: 14.14 nm
t1 top corner forms: 108.1 s
t3 lower facet edge meets flank: 161.7 s
t2 facets meet at apex: 222.2 s
apex angle 75 s: formula 0.00, solver 0.02 deg
apex angle 150 s: formula 37.02, solver 37.06 deg
apex angle 200 s: formula 50.56, solver 50.62 deg
apex angle 240 s: formula 54.74, solver 54.73 deg
apex angle 300 s: formula 54.74, solver 54.74 deg
facet length 75 s: formula 20.15, solver 20.02 nm
facet length 150 s: formula 40.31, solver 39.73 nm
facet length 300 s: formula 68.42, solver 67.97 nm
apex height 300 s: formula 37.24, solver 37.23 nm
false height of continued 0 deg ray: 50.00 nm
mesh 0.04 nm: ridge error 0.1229, pocket error 0.0200 nm
mesh 0.02 nm: ridge error 0.0530, pocket error 0.0104 nm
pocket corner 20 s at x, y: -16.174, -11.283 nm
pocket corner x from solver: -16.16 nm
pocket corner angles: 46.81, 61.98 deg
the same from solver: 46.80, 61.98 deg
corner velocity x, y: 0.01153, 0.02316 nm/s
early swallowed range J/R: 0.770 deg/s
rough: driving 0.1 eV/atom, interface 0.5 J/m2
rough: atomic volume 0.02 nm3, kT 0.0709 eV
capillary slowing at R: 1.45 %
capillary length: 0.62 nm
speed change per K (2.7 eV): 4.73 %
rough: stress 0.5 GPa, act. volume 0.005 nm3
speed change by stress: 25 %
dopant case: V rises by v001 over 100 nm, flat (001) front
tilt in 75 s: formula -4.30, solver -4.28 deg
t2 if v111 doubles by twinning: 250.0 s
300 s / rough nucleation onset 10000 s: 0.030
```
